# Conductance plateaus of graphene junctions with equilibrated quantum Hall edges: a program that tests the result

```python
"""Two-terminal conductance of graphene quantum Hall junctions.

Result under test (unit e^2/h, n = |filling|, full edge equilibration):
  single junction: bipolar n1*n2/(n1+n2), unipolar min(n1,n2)
  double junction, outer n and centre m:
    bipolar n*m/(n+2m); unipolar m if m<=n, else n*m/(2m-n)
Fillings are signed: + electrons, - holes; values +-2, +-6, +-10.
Channel numbers and directions come from a tight-binding ribbon.
Conductances come from a kinetic network of individual chiral channels,
with symmetric random scattering rates between every pair of channels.
"""
from fractions import Fraction
import numpy as np
from scipy.constants import e, h
from scipy.linalg import eigh_tridiagonal, expm
from scipy.stats import unitary_group

rng = np.random.default_rng(7)


# ---------- derived formulas ----------
def single_formula(nu1, nu2):
    a, b = abs(nu1), abs(nu2)
    return Fraction(a * b, a + b) if nu1 * nu2 < 0 else Fraction(min(a, b))


def double_formula(outer, centre):
    n, m = abs(outer), abs(centre)
    if outer * centre < 0:
        return Fraction(n * m, n + 2 * m)
    return Fraction(m) if m <= n else Fraction(n * m, 2 * m - n)


# ---------- tight-binding ribbon, energies in units of the hopping ----------
FLUX = 0.006        # flux quanta per hexagon
ROWS = 150          # zigzag rows across the ribbon
STEP_WIDTH = 4.0    # width of the potential step, in rows
WINDOW = 0.03       # half-width of the energy window about the Fermi energy 0
HEX_AREA = 1.5 * np.sqrt(3)                     # bond length = 1
E1 = 1.5 * np.sqrt(2 * 2 * np.pi * FLUX / HEX_AREA)   # first Landau level


def gate_potential(nu):
    """Place the Fermi energy halfway between two Landau levels."""
    level = (abs(nu) - 2) // 4
    middle = 0.5 * E1 * (np.sqrt(level) + np.sqrt(level + 1))
    return -np.sign(nu) * middle


def ribbon_channels(nu_low, nu_up, n_k=400):
    """Right and left movers (both spins) at lower edge, interface, upper edge.

    The number of crossings is the k integral of |dE/dk| times a normalized
    energy window, weighted with the probability of being in each region.
    """
    row = np.arange(ROWS)
    u1, u2 = gate_potential(nu_low), gate_potential(nu_up)
    profile = np.tanh((row - (ROWS - 1) / 2) / STEP_WIDTH)
    diagonal = np.repeat(0.5 * (u1 + u2) + 0.5 * (u2 - u1) * profile, 2)
    regions = [row < 40, (row >= 40) & (row < 110), row >= 110]
    movers = np.zeros((3, 2))
    dk = 2 * np.pi / n_k
    for k in (np.arange(n_k) + 0.37) * dk:
        theta = k / 2 + np.pi * FLUX * row
        off = np.ones(2 * ROWS - 1)
        off[0::2] = 2 * np.cos(theta)
        limits = (-WINDOW, WINDOW)
        found = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                                 select='v', select_range=limits)
        if len(found) == 0:
            continue
        energies, states = eigh_tridiagonal(diagonal, off, select='v',
                                            select_range=limits)
        for energy, psi in zip(energies, states.T):
            a, b = psi[0::2], psi[1::2]
            velocity = np.sum(-2 * np.sin(theta) * a * b)
            window = (1 + np.cos(np.pi * energy / WINDOW)) / (2 * WINDOW)
            density = a**2 + b**2
            for i, region in enumerate(regions):
                amount = 2 * density[region].sum() * abs(velocity)
                movers[i, 0 if velocity > 0 else 1] += amount * window * dk
    return movers


print("Landau level 1 / hopping:", f"{E1:.4f}")
print("Ribbon channels (right,left): lower edge; interface; upper edge")
chirality = None
for nu_low, nu_up in [(2, -2), (2, -6), (6, 2)]:
    movers = ribbon_channels(nu_low, nu_up)
    net = movers[:, 0] - movers[:, 1]
    if chirality is None:
        chirality = np.sign(net[0])
    expected = chirality * np.array([nu_low, nu_up - nu_low, -nu_up])
    print(f" fillings ({nu_low},{nu_up}): " + "; ".join(
        f"{r:.2f},{l:.2f}" for r, l in movers))
    assert np.allclose(net, expected, atol=0.1)
    # no counter-propagating channels in any of the three places
    assert np.allclose(movers.sum(axis=1), abs(expected), atol=0.1)


# ---------- kinetic network of chiral channels ----------
def mixer(size, length, uniform=False):
    """Map of channel potentials along a shared segment; mean pair rate 1."""
    rate = np.ones((size, size)) if uniform else rng.uniform(
        0.5, 1.5, (size, size))
    rate = np.triu(rate, 1)
    rate = rate + rate.T
    return expm(length * (rate - np.diag(rate.sum(axis=1))))


def single_network(nu1, nu2, length, uniform=False):
    """Left contact at potential 1, right contact at 0."""
    a, b = abs(nu1), abs(nu2)
    if nu1 * nu2 < 0:
        incoming = np.r_[np.ones(a), np.zeros(b)]
        outgoing = mixer(a + b, length, uniform) @ incoming
        return a - outgoing[:a].sum()
    if a >= b:      # excess channels of the left side return to the left
        incoming = np.r_[np.zeros(b), np.ones(a - b)]
        return a - (mixer(a, length, uniform) @ incoming).sum()
    incoming = np.r_[np.ones(a), np.zeros(b - a)]
    return (mixer(b, length, uniform) @ incoming).sum()


def loop_network(n, m, length):
    """m circulating channels meet n left, then n right contact channels.

    Returns the potentials of all channels after each of the two segments.
    """
    p, q = mixer(n + m, length), mixer(n + m, length)
    after_first = np.linalg.solve(np.eye(m) - p[n:, n:] @ q[n:, n:],
                                  p[n:, :n] @ np.ones(n))
    after_second = q[n:, n:] @ after_first
    out1 = p @ np.r_[np.ones(n), after_second]
    out2 = q @ np.r_[np.zeros(n), after_first]
    assert abs(out1[:n].sum() + out2[:n].sum() - n) < 1e-8
    return out1, out2


def double_network(outer, centre, length):
    n, m = abs(outer), abs(centre)
    if outer * centre < 0:      # after segment 1 the n channels go back left
        return n - loop_network(n, m, length)[0][:n].sum()
    if m > n:                   # after segment 1 the n channels go right
        return loop_network(n, m - n, length)[0][:n].sum()
    incoming = np.r_[np.ones(m), np.zeros(n - m)]
    return (mixer(n, length) @ incoming).sum()


LONG = 40.0
fillings = (2, 6, 10)
print("Single junction G in e^2/h: bipolar, unipolar")
for i, a in enumerate(fillings):
    for b in fillings[i:]:
        for sign in (-1, 1):
            for pair in ((a, sign * b), (b, sign * a)):
                assert abs(single_network(*pair, LONG)
                           - single_formula(*pair)) < 1e-8
        print(f" ({a},{b}): {single_formula(a, -b)} = "
              f"{float(single_formula(a, -b)):.4f}, {single_formula(a, b)}")
# the unipolar single junction does not depend on the degree of mixing
for length in (0.0, 0.05, 0.5):
    assert abs(single_network(6, 2, length) - 2) < 1e-10
    assert abs(single_network(2, 6, length) - 2) < 1e-10

print("Double junction G in e^2/h: (outer,centre,outer)")
for outer in fillings:
    for centre in (-2, -6, -10, 2, 6, 10):
        value = double_formula(outer, centre)
        assert abs(double_network(outer, centre, LONG) - value) < 1e-8
        print(f" ({outer},{centre},{outer}): {value} = {float(value):.4f}")

print("Potentials in n-p-n, left contact 1, right contact 0")
for centre in (-2, -6):
    out1, out2 = loop_network(2, abs(centre), LONG)
    assert np.ptp(out1) < 1e-8 and np.ptp(out2) < 1e-8
    print(f" (2,{centre},2): left interface {out1[0]:.4f}, "
          f"right interface {out2[0]:.4f}")

# ---------- role of mixing ----------
print("G of (2,-2) in e^2/h against gamma*L, equal pair rates gamma")
for length in (0.0, 0.1, 0.25, 0.5, 1.0, 2.0):
    value = single_network(2, -2, length, uniform=True)
    assert abs(value - (1 - np.exp(-4 * length))) < 1e-10
    other = single_network(2, -6, length, uniform=True)
    assert abs(other - 1.5 * (1 - np.exp(-8 * length))) < 1e-10
    print(f" gamma*L = {length:.2f}: {value:.4f}")
weak_uni = double_network(2, 6, 1e-5)
weak_bi = double_network(2, -6, 1e-5)
assert abs(weak_uni - 2) < 1e-3 and abs(weak_bi) < 1e-3
print(f"Almost no mixing: (2,6,2) {weak_uni:.4f}, (2,-6,2) {weak_bi:.4f}")

# each spin equilibrating on its own gives the same plateaus
for centre in (-2, -6, 6):
    per_spin = double_network(1, centre // 2, LONG)
    assert abs(2 * per_spin - double_formula(2, centre)) < 1e-8

# coherent random mixing at a single bipolar junction
samples = unitary_group.rvs(8, size=4000, random_state=11)
transmission = (abs(samples[:, 2:, :2])**2).sum(axis=(1, 2))
error = transmission.std() / np.sqrt(len(transmission))
assert abs(transmission.mean() - single_formula(2, -6)) < 5 * error
print(f"Random unitary (2,-6): mean {transmission.mean():.3f} "
      f"+- {error:.3f}, sample spread {transmission.std():.3f} e^2/h")

# ---------- conversion ----------
quantum = e**2 / h * 1e6
print(f"e^2/h = {quantum:.4f} microsiemens = {1 / (2 * np.pi):.6f} a.u.")
for name, value in [("(2,-2)", single_formula(2, -2)),
                    ("(2,-6)", single_formula(2, -6)),
                    ("(2,-2,2)", double_formula(2, -2)),
                    ("(2,-6,2)", double_formula(2, -6))]:
    print(f" G {name} = {float(value) * quantum:.3f} microsiemens")
print("all tests passed")
```

Printed output:

```
Landau level 1 / hopping: 0.2555
Ribbon channels (right,left): lower edge; interface; upper edge
 fillings (2,-2): 2.00,0.00; 0.00,4.00; 2.00,0.00
 fillings (2,-6): 2.00,0.00; 0.00,8.00; 6.00,0.00
 fillings (6,2): 6.00,0.00; 0.00,4.00; 0.00,2.00
Single junction G in e^2/h: bipolar, unipolar
 (2,2): 1 = 1.0000, 2
 (2,6): 3/2 = 1.5000, 2
 (2,10): 5/3 = 1.6667, 2
 (6,6): 3 = 3.0000, 6
 (6,10): 15/4 = 3.7500, 6
 (10,10): 5 = 5.0000, 10
Double junction G in e^2/h: (outer,centre,outer)
 (2,-2,2): 2/3 = 0.6667
 (2,-6,2): 6/7 = 0.8571
 (2,-10,2): 10/11 = 0.9091
 (2,2,2): 2 = 2.0000
 (2,6,2): 6/5 = 1.2000
 (2,10,2): 10/9 = 1.1111
 (6,-2,6): 6/5 = 1.2000
 (6,-6,6): 2 = 2.0000
 (6,-10,6): 30/13 = 2.3077
 (6,2,6): 2 = 2.0000
 (6,6,6): 6 = 6.0000
 (6,10,6): 30/7 = 4.2857
 (10,-2,10): 10/7 = 1.4286
 (10,-6,10): 30/11 = 2.7273
 (10,-10,10): 10/3 = 3.3333
 (10,2,10): 2 = 2.0000
 (10,6,10): 6 = 6.0000
 (10,10,10): 10 = 10.0000
Potentials in n-p-n, left contact 1, right contact 0
 (2,-2,2): left interface 0.6667, right interface 0.3333
 (2,-6,2): left interface 0.5714, right interface 0.4286
G of (2,-2) in e^2/h against gamma*L, equal pair rates gamma
 gamma*L = 0.00: 0.0000
 gamma*L = 0.10: 0.3297
 gamma*L = 0.25: 0.6321
 gamma*L = 0.50: 0.8647
 gamma*L = 1.00: 0.9817
 gamma*L = 2.00: 0.9997
Almost no mixing: (2,6,2) 2.0000, (2,-6,2) 0.0001
Random unitary (2,-6): mean 1.500 +- 0.003, sample spread 0.192 e^2/h
e^2/h = 38.7405 microsiemens = 0.159155 a.u.
 G (2,-2) = 38.740 microsiemens
 G (2,-6) = 58.111 microsiemens
 G (2,-2,2) = 25.827 microsiemens
 G (2,-6,2) = 33.206 microsiemens
all tests passed
```
